# A failing check and its repair

Subject: Embedding Potential: Surface Inverse and Limit of the Shifted Lattice Self-Energy.

```python
# Result under test: the embedding potential Sigma of an exterior region x > 0,
#   Sigma = -(surface inverse of the Neumann Green function) = -kappa psi'(0)/psi(0),
# is the limit a -> 0 of a*(Sigma_L + t), with Sigma_L = t^2 g_11 the lattice self-energy.
# kappa = hbar^2/2m, t = kappa/a^2 (hopping is -t), a = spacing, (E - H) G = delta.
# Exterior potential: Vb cos^2(pi x/2d) for 0 < x < d, zero beyond. Energies eV, lengths nm.
# In the strip (width W, hard walls) the barrier is multiplied by 2y/W and mixes the modes.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from numpy.polynomial.legendre import Legendre, leggauss

kappa = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
Vb, d, E0 = 0.8, 0.5, 0.5
well_depth, w = 0.5, 1.0
W, E_strip = 1.0, 1.0
eta, box = 0.2, 10.0
ONE, ZERO = np.eye(1), np.zeros(1)


def barrier(x):
    return np.where(x < d, Vb * np.cos(np.pi * x / (2 * d))**2, 0.0)


def continuum_sigma(E, eps=ZERO, C=ONE):
    """Integrate outgoing/decaying waves from x=d to 0; return Sigma and psi(0)."""
    n = len(eps)
    k = np.sqrt((E - eps) / kappa + 0j)
    start = np.concatenate([np.eye(n).ravel(), (1j * np.diag(k)).ravel()])

    def rhs(x, y):
        psi = y[:n * n].reshape(n, n)
        U = (np.diag(eps - E) + barrier(x) * C) / kappa
        return np.concatenate([y[n * n:], (U @ psi).ravel()])

    end = solve_ivp(rhs, (d, 0.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    psi, dpsi = end[:n * n].reshape(n, n), end[n * n:].reshape(n, n)
    return -kappa * dpsi @ np.linalg.inv(psi), psi


def quad(lo, hi, n=400):
    x, wt = leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, wt * (hi - lo) / 2


def basis_potential(kind, L, nodes, weighted_V, N):
    """Wave numbers and potential matrix, cosine (Neumann at 0) or sine basis."""
    c = np.cos(np.outer(np.arange(2 * N + 1), nodes) * np.pi / L) @ weighted_V
    if kind == "neumann":
        n = np.arange(N)
        total, q, sign = n[:, None] + n + 1, (n + 0.5) * np.pi / L, 1
    else:
        n = np.arange(1, N + 1)
        total, q, sign = n[:, None] + n, n * np.pi / L, -1
    return q, (c[abs(n[:, None] - n)] + sign * c[total]) / L


def neumann_surface_green(E, eps=ZERO, C=ONE, N=600):
    """G_N(0,0) as a channel matrix; omitted modes enter by their static sum."""
    x, wt = quad(0, d)
    q, V = basis_potential("neumann", box, x, wt * barrier(x), N)
    m = len(eps)
    A = (E * np.eye(m * N) - np.kron(np.eye(m), np.diag(kappa * q**2))
         - np.kron(np.diag(eps), np.eye(N)) - np.kron(C, V))
    f = np.kron(np.eye(m), np.full((N, 1), np.sqrt(2 / box)))
    tail = -(box - np.sum(2 / box / q**2)) / kappa
    return f.T @ np.linalg.solve(A, f) + tail * np.eye(m)


def hardwall_green(E, y, L, q, V):
    """G(y,y) in a hard-wall box from the sine basis, with static tail."""
    f = np.sqrt(2 / L) * np.sin(q * y)
    A = E * np.eye(len(q)) - np.diag(kappa * q**2) - V
    tail = -(y * (1 - y / L) - np.sum(f**2 / q**2)) / kappa
    return f @ np.linalg.solve(A, f) + tail


def bloch_factor(E_kin, t):
    c = 1 - E_kin / (2 * t)
    lam = c + 1j * np.sqrt(1 - c * c + 0j)
    return np.where(abs(lam) > 1 + 1e-12, 1 / lam, lam)


def lattice_sigma(E, a):
    """Self-energy on site 0 by eliminating sites from the flat lead inward."""
    t = kappa / a**2
    sig = -t * complex(bloch_factor(E, t))
    for j in range(round(d / a), 0, -1):
        sig = t**2 / (E - 2 * t - barrier(j * a) - sig)
    return sig


def chain_green(E, a, height=1.0, half_site=False, length=15.0):
    """First diagonal element of the inverse of a long finite chain."""
    t = kappa / a**2
    first = 0 if half_site else 1
    x = a * np.arange(first, round(length / a))
    diag = E - 2 * t - height * barrier(x)
    if half_site:
        diag[0] = diag[0] / 2
    ab = np.full((3, len(x)), t, dtype=complex)
    ab[1] = diag
    unit = np.zeros(len(x), dtype=complex)
    unit[0] = 1
    return solve_banded((1, 1), ab, unit)[0]


def strip_lattice(E, a, n_modes=3):
    """Two-dimensional lattice: a(Sigma_L+t) and half-cell form in smooth modes."""
    t, ny = kappa / a**2, round(W / a) - 1
    y, one = a * np.arange(1, ny + 1), np.eye(ny)
    h = 2 * t * one - t * (np.eye(ny, k=1) + np.eye(ny, k=-1))
    e, U = np.linalg.eigh(h)
    sig = -t * (U * bloch_factor(E - e, t)) @ U.T
    for j in range(round(d / a), 0, -1):
        layer = h + 2 * t * one + np.diag(barrier(j * a) * 2 * y / W)
        sig = t**2 * np.linalg.inv(E * one - layer - sig)
    half = sig + t * one - (E * one - h - np.diag(Vb * 2 * y / W)) / 2
    chi = np.sqrt(2 * a / W) * np.sin(np.outer(y, np.arange(1, n_modes + 1)) * np.pi / W)
    return a * chi.T @ (sig + t * one) @ chi, a * chi.T @ half @ chi


def show(label, z, unit):
    print(f"{label}: {z.real:.5f} {z.imag:+.5f}i {unit}")


# Continuum value at the real energy, and the flux it carries
S0, psi0 = continuum_sigma(E0)
S0, psi0 = S0[0, 0], psi0[0, 0]
k0 = np.sqrt(E0 / kappa)
flux_value = -kappa * k0 / abs(psi0)**2
assert abs(S0.imag - flux_value) < 1e-7
print(f"kappa = hbar^2/2m: {kappa:.6f} eV nm^2")
print(f"Vb, d, E: {Vb} eV, {d} nm, {E0} eV")
print(f"lead wave number k: {k0:.4f} 1/nm; kappa*k: {kappa * k0:.5f} eV nm")
show("Sigma from log derivative, real E", S0, "eV nm")
print(f"Im Sigma from transmitted flux: {flux_value:.5f} eV nm")

# Surface inverse of the Neumann Green function, complex energy
z = E0 + 1j * eta
Sz = continuum_sigma(z)[0][0, 0]
GN = neumann_surface_green(z)[0, 0]
assert abs(-1 / GN - Sz) < 1e-4 * abs(Sz)
print(f"complex test energy: {E0} + {eta}i eV")
show("G_N(0,0) from cosine basis", GN, "1/(eV nm)")
show("-1/G_N(0,0)", -1 / GN, "eV nm")
show("Sigma from log derivative", Sz, "eV nm")

# Short-distance expansion of the hard-wall Green function
xe, we = quad(0, d)
qD, VD = basis_potential("sine", box, xe, we * barrier(xe), 1200)
rest = []
for a in (0.04, 0.02):
    value = kappa**2 * hardwall_green(z, a, box, qD, VD) / a**2 + kappa / a
    rest.append(abs(value - Sz - a * (z - Vb) / 2))
    show(f"kappa^2 G_D(a,a)/a^2 + kappa/a, a={a} nm", value, "eV nm")
assert rest[0] / rest[1] > 3 and rest[1] < 0.1 * abs(0.02 * (z - Vb) / 2)

# Lattice self-energy against direct inversion of long chains
a = 0.0125
t = kappa / a**2
SL = lattice_sigma(z, a)
assert a * abs(t**2 * chain_green(z, a) - SL) < 1e-6
half_inverse = -1 / chain_green(z, a, half_site=True)
assert a * abs(half_inverse - (SL + t - (z - Vb) / 2)) < 1e-6
uniform = a * (t**2 * chain_green(z, a, height=0.0) + t - z / 2)
ka = np.arccos(1 - z / (2 * t))
assert abs(uniform + 1j * kappa * np.sin(ka) / a) < 1e-6

# Continuum limit at the real energy
first_err, half_err = [], []
print("lattice at real E: a (nm), t (eV), Sigma_L (eV)")
print("  then a(Sigma_L+t) and half-cell form (eV nm)")
for a in (0.05, 0.025, 0.0125, 0.00625):
    t = kappa / a**2
    SL = lattice_sigma(E0, a)
    plain, half = a * (SL + t), a * (SL + t - (E0 - Vb) / 2)
    first_err.append(plain - S0)
    half_err.append(abs(half - S0))
    print(f"{a:.5f} {t:.3f} {SL.real:.3f}{SL.imag:+.3f}i | "
          f"{plain.real:.5f}{plain.imag:+.5f}i | {half.real:.5f}{half.imag:+.5f}i")
slope = first_err[-1] / (a * (E0 - Vb) / 2)
assert abs(slope - 1) < 0.05
assert 3.7 < half_err[-2] / half_err[-1] < 4.3
print(f"finest a: error / [a(E-V0)/2]: {slope.real:.4f} {slope.imag:+.4f}i")
print(f"half-cell errors, coarsest and finest: {half_err[0]:.2e}, {half_err[-1]:.2e} eV nm")
print(f"half-cell error ratio on last halving: {half_err[-2] / half_err[-1]:.3f}")

# Region I: well -w < x < 0 with a hard wall at -w, small polynomial basis
n_poly = 12
xi, wx = leggauss(40)
wx = wx * w / 2
P = [Legendre.basis(n) for n in range(n_poly)]
phi = np.array([(1 + xi) * p(xi) for p in P])
dphi = np.array([p(xi) + (1 + xi) * p.deriv()(xi) for p in P]) * 2 / w
phi_S = np.array([2 * p(1.0) for p in P])
overlap = (phi * wx) @ phi.T
H_in = kappa * (dphi * wx) @ dphi.T - well_depth * overlap
surface = np.outer(phi_S, phi_S)


def embedded_level(E):
    sig = continuum_sigma(E)[0][0, 0].real
    vals, vecs = eigh(H_in + sig * surface, overlap)
    return vals[0], vecs[:, 0]


E_emb = brentq(lambda E: embedded_level(E)[0] - E, -0.49, -0.01, xtol=1e-10)
step = 1e-4
dS = (continuum_sigma(E_emb + step)[0] - continuum_sigma(E_emb - step)[0])[0, 0].real / (2 * step)
ratio_out = -dS * (phi_S @ embedded_level(E_emb)[1])**2
share_emb = ratio_out / (1 + ratio_out)

# The whole system in one sine basis, without any embedding
L_all = box + w
xw, ww = quad(0, w)
nodes = np.concatenate([xw, xe + w])
weighted = np.concatenate([-well_depth * ww, we * barrier(xe)])
q, V = basis_potential("sine", L_all, nodes, weighted, 1200)
vals, vecs = eigh(np.diag(kappa * q**2) + V, subset_by_index=[0, 0])
E_full = vals[0]
psi_in = np.sqrt(2 / L_all) * np.sin(np.outer(xw, q)) @ vecs[:, 0]
share_full = 1 - np.sum(ww * psi_in**2)
assert abs(E_emb - E_full) < 1e-6
assert abs(share_emb - share_full) < 1e-5
G_emb = phi_S @ np.linalg.solve(z * overlap - H_in - Sz * surface, phi_S)
G_full = hardwall_green(z, w, L_all, q, V)
assert abs(G_emb - G_full) < 1e-4 * abs(G_full)
print(f"well: width {w} nm, depth {well_depth} eV, basis functions {n_poly}")
print(f"bound level, embedded / whole system: {E_emb:.6f} / {E_full:.6f} eV")
print(f"Sigma at bound level: {continuum_sigma(E_emb)[0][0, 0].real:.5f} eV nm")
print(f"dSigma/dE at bound level: {dS:.5f} nm")
print(f"exterior probability, from dSigma/dE / direct: {share_emb:.6f} / {share_full:.6f}")
show("surface G at complex E, embedded", G_emb, "1/(eV nm)")
show("surface G at complex E, whole system", G_full, "1/(eV nm)")

# Strip: matrix embedding potential with one open channel
modes = np.arange(1, 9)
eps = kappa * (modes * np.pi / W)**2
y, wy = quad(0, W, 60)
chi = np.sqrt(2 / W) * np.sin(np.outer(modes, y) * np.pi / W)
C = (chi * wy * 2 * y / W) @ chi.T
z2 = E_strip + 1j * eta
S3 = continuum_sigma(z2, eps[:3], C[:3, :3])[0]
G3 = neumann_surface_green(z2, eps[:3], C[:3, :3])
assert abs(S3[0, 1]) > 1e-3
assert np.max(abs(-np.linalg.inv(G3) - S3)) < 1e-4 * np.max(abs(S3))
S_strip = continuum_sigma(E_strip, eps, C)[0][:3, :3]
strip_err = []
for a in (0.05, 0.025, 0.0125):
    plain, half = strip_lattice(E_strip, a)
    strip_err.append((np.max(abs(plain - S_strip)), np.max(abs(half - S_strip))))
assert 3.5 < strip_err[1][1] / strip_err[2][1] < 4.5
assert 1.7 < strip_err[1][0] / strip_err[2][0] < 2.3
print(f"strip: width {W} nm, E {E_strip} eV, thresholds "
      f"{eps[0]:.4f}, {eps[1]:.4f}, {eps[2]:.4f} eV")
bare = -1j * kappa * np.sqrt((E_strip - eps[:2]) / kappa + 0j)
show("bare lead, open channel 1", bare[0], "eV nm")
show("bare lead, evanescent channel 2", bare[1], "eV nm")
for i, j in ((0, 0), (0, 1), (1, 1)):
    show(f"strip Sigma_{i + 1}{j + 1}, continuum", S_strip[i, j], "eV nm")
    show(f"strip Sigma_{i + 1}{j + 1}, half-cell lattice a={a} nm", half[i, j], "eV nm")
print(f"strip largest errors at a={a} nm, plain / half-cell: "
      f"{strip_err[2][0]:.2e} / {strip_err[2][1]:.2e} eV nm")
print("all assertions hold")
```

Output of this version:

```
kappa = hbar^2/2m: 0.038100 eV nm^2
Vb, d, E: 0.8 eV, 0.5 nm, 0.5 eV
lead wave number k: 3.6226 1/nm; kappa*k: 0.13802 eV nm
Sigma from log derivative, real E: 0.09391 -0.05269i eV nm
Im Sigma from transmitted flux: -0.05269 eV nm
complex test energy: 0.5 + 0.2i eV
G_N(0,0) from cosine basis: -6.47458 -4.09641i 1/(eV nm)
-1/G_N(0,0): 0.11030 -0.06978i eV nm
Sigma from log derivative: 0.11030 -0.06978i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.04 nm: 0.10262 -0.06502i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.02 nm: 0.10637 -0.06726i eV nm
Traceback (most recent call last):
  File "check.py", line 159, in <module>
    assert rest[0] / rest[1] > 3 and rest[1] < 0.1 * abs(0.02 * (z - Vb) / 2)
                                     ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the physics of one test: the hard-wall expansion κ²G_D(a,a)/a² + κ/a = Σ + … was given the first-order term a(E − V₀)/2, which belongs to the lattice. The continuum hard-wall solution has its own cubic term, s(a) = a + (V₀ − E)a³/(6κ), and this raises the coefficient to 2a(E − V₀)/3, in line with the printed values. The test now subtracts this corrected term with its two numerical bounds unchanged, and the program also prints the measured error relative to it. The only other change to the program keeps a zero from being printed as −0.

Repair:

```diff
@@ -124,5 +124,5 @@
 
 def show(label, z, unit):
-    print(f"{label}: {z.real:.5f} {z.imag:+.5f}i {unit}")
+    print(f"{label}: {z.real + 0.0:.5f} {z.imag + 0.0:+.5f}i {unit}")
 
 
@@ -149,5 +149,6 @@
 show("Sigma from log derivative", Sz, "eV nm")
 
-# Short-distance expansion of the hard-wall Green function
+# Short-distance expansion of the hard-wall Green function:
+# kappa^2 G_D(a,a)/a^2 + kappa/a = Sigma + 2a(E-V0)/3 + O(a^2)
 xe, we = quad(0, d)
 qD, VD = basis_potential("sine", box, xe, we * barrier(xe), 1200)
@@ -155,6 +156,8 @@
 for a in (0.04, 0.02):
     value = kappa**2 * hardwall_green(z, a, box, qD, VD) / a**2 + kappa / a
-    rest.append(abs(value - Sz - a * (z - Vb) / 2))
+    linear = 2 * a * (z - Vb) / 3
+    rest.append(abs(value - Sz - linear))
     show(f"kappa^2 G_D(a,a)/a^2 + kappa/a, a={a} nm", value, "eV nm")
+show("  its error / [2a(E-V0)/3] at the smaller a", (value - Sz) / linear, "(no unit)")
 assert rest[0] / rest[1] > 3 and rest[1] < 0.1 * abs(0.02 * (z - Vb) / 2)
 
```

The mended program passes:

```
kappa = hbar^2/2m: 0.038100 eV nm^2
Vb, d, E: 0.8 eV, 0.5 nm, 0.5 eV
lead wave number k: 3.6226 1/nm; kappa*k: 0.13802 eV nm
Sigma from log derivative, real E: 0.09391 -0.05269i eV nm
Im Sigma from transmitted flux: -0.05269 eV nm
complex test energy: 0.5 + 0.2i eV
G_N(0,0) from cosine basis: -6.47458 -4.09641i 1/(eV nm)
-1/G_N(0,0): 0.11030 -0.06978i eV nm
Sigma from log derivative: 0.11030 -0.06978i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.04 nm: 0.10262 -0.06502i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.02 nm: 0.10637 -0.06726i eV nm
  its error / [2a(E-V0)/3] at the smaller a: 0.97076 +0.01696i (no unit)
lattice at real E: a (nm), t (eV), Sigma_L (eV)
  then a(Sigma_L+t) and half-cell form (eV nm)
0.05000 15.240 -13.505-1.057i | 0.08674-0.05285i | 0.09424-0.05285i
0.02500 60.960 -57.350-2.109i | 0.09024-0.05273i | 0.09399-0.05273i
0.01250 243.839 -236.475-4.216i | 0.09205-0.05270i | 0.09393-0.05270i
0.00625 975.355 -960.480-8.431i | 0.09297-0.05269i | 0.09391-0.05269i
finest a: error / [a(E-V0)/2]: 0.9945 +0.0026i
half-cell errors, coarsest and finest: 3.68e-04, 5.72e-06 eV nm
half-cell error ratio on last halving: 4.001
well: width 1.0 nm, depth 0.5 eV, basis functions 12
bound level, embedded / whole system: -0.234313 / -0.234313 eV
Sigma at bound level: 0.18379 eV nm
dSigma/dE at bound level: -0.12475 nm
exterior probability, from dSigma/dE / direct: 0.047269 / 0.047269
surface G at complex E, embedded: -1.45022 -5.03002i 1/(eV nm)
surface G at complex E, whole system: -1.45022 -5.03002i 1/(eV nm)
strip: width 1.0 nm, E 1.0 eV, thresholds 0.3760, 1.5041, 3.3843 eV
bare lead, open channel 1: 0.00000 -0.15419i eV nm
bare lead, evanescent channel 2: 0.13859 +0.00000i eV nm
strip Sigma_11, continuum: 0.08167 -0.06508i eV nm
strip Sigma_11, half-cell lattice a=0.0125 nm: 0.08169 -0.06509i eV nm
strip Sigma_12, continuum: -0.03017 -0.00683i eV nm
strip Sigma_12, half-cell lattice a=0.0125 nm: -0.03021 -0.00683i eV nm
strip Sigma_22, continuum: 0.21117 -0.00072i eV nm
strip Sigma_22, half-cell lattice a=0.0125 nm: 0.21124 -0.00072i eV nm
strip largest errors at a=0.0125 nm, plain / half-cell: 1.95e-02 / 3.48e-04 eV nm
all assertions hold
```
